**Spin matrix elements of longitudinal, magnetic and electric vector harmonics between spinor harmonics**

With spinor harmonics Ω_κm (orbital coupled before spin, Condon–Shortley phases), C = C^k_q = √(4π/(2k+1)) Y_kq, n = r/|r|, L = −i r×∇ and N = √(k(k+1)), the results under test are ⟨κ_b|σ·nC|κ_a⟩ = −⟨−κ_b|C|κ_a⟩, ⟨κ_b|σ·LC/N|κ_a⟩ = (κ_a−κ_b)/N ⟨κ_b|C|κ_a⟩ and ⟨κ_b|σ·r∇C/N|κ_a⟩ = (κ_a+κ_b)/N ⟨−κ_b|C|κ_a⟩, together with the 3j formula for ⟨κ_b‖C^k‖κ_a⟩. For Dirac orbitals (PΩ_κ, iQΩ_−κ)/r the α elements carry κ_a−κ_b in the electric case and κ_a+κ_b in the magnetic case. The program evaluates the defining integrals by an exact product quadrature on the sphere for |κ| ≤ 3, 1 ≤ k ≤ 5 and all projections, with explicit 2×2 and 4×4 matrices, and asserts agreement with the 3j formulas and disagreement when the two σ factors are exchanged. It also asserts the eigenvalue of σ·L and the commutator identity by finite differences, σ·n Ω_κ = −Ω_−κ, the values on the z axis, the orthogonality and norm of the three vector harmonics at each k and q, the constancy of the scalar contraction that yields the reduced element, and Hψ = Eψ in Cartesian finite differences for the 1s and 2p3/2 states of a point-nucleus ion with Z = 50. The output gives a largest deviation of 2.0e-15 between quadrature and formula and lists reduced elements for four cases. The first-order g factors from direct integration equal the closed form 2|κ|(2γ+1)/(4κ²−1), with γ = √(κ²−(Zα)²), and are 1.90808 for 1s and 1.31543 for 2p3/2. The velocity and length forms of the 1s–2p3/2 dipole element both give −11.311951 a.u., while the wrong κ factor gives −28.131125 a.u.

## Verification by program

```python
# Result under test (atomic units, Condon-Shortley phases). Omega_{kappa m}: spinor
# harmonics, C = C^k_q = sqrt(4pi/(2k+1)) Y_kq, n = r/|r|, L = -i r x grad, N = sqrt(k(k+1)),
# Clong = n C, Cmag = L C / N, Cel = r grad C / N.
#   <kb|sigma.Clong|ka> = -<-kb|C|ka>
#   <kb|sigma.Cmag |ka> = (ka-kb)/N <kb|C|ka>
#   <kb|sigma.Cel  |ka> = (ka+kb)/N <-kb|C|ka>
#   <kb||C^k||ka> = (-1)^(jb+1/2) sqrt((2ja+1)(2jb+1)) 3j(jb ja k;-1/2 1/2 0), la+lb+k even
# For psi = (P Omega_kappa, i Q Omega_-kappa)/r and I+- = Pb Qa +- Qb Pa:
#   alpha.Clong: -i<kb|C|ka> I-, alpha.Cel: -i(ka-kb)/N <kb|C|ka> I+,
#   alpha.Cmag: -i(ka+kb)/N <-kb|C|ka> I+.
# Left sides: exact sphere quadrature of the definitions. Right sides: 3j symbols.
# Names j2, m2 hold twice j, m. Example: hydrogen-like Sn, point nucleus.
import numpy as np
from math import factorial as fac, sqrt, pi
from functools import lru_cache
from scipy.special import lpmv, gamma as Gamma
from scipy.integrate import quad
from scipy.constants import alpha as fine, physical_constants as pc
from sympy import Rational as Rat
from sympy.physics.wigner import wigner_3j, clebsch_gordan

sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alp = np.zeros((3, 4, 4), complex)
alp[:, :2, 2:] = sig
alp[:, 2:, :2] = sig
beta = np.diag([1., 1., -1., -1.])

def close(a, b, tol):
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol

def pw(a, p):
    return a**p if p >= 0 else 0*a

def ylm(l, m, R):
    """Y_lm and r*grad Y_lm from the solid-harmonic polynomial."""
    n = R/np.linalg.norm(R, axis=0)
    u, v, z = -(n[0]+1j*n[1])/2, (n[0]-1j*n[1])/2, n[2]+0j
    S, du, dv, dz = (np.zeros_like(u) for _ in range(4))
    for q in range(l+1):
        p = q+m
        s = l-p-q
        if p < 0 or s < 0:
            continue
        cf = 1/(fac(p)*fac(q)*fac(s))
        S += cf*u**p*v**q*z**s
        du += cf*p*pw(u, p-1)*v**q*z**s
        dv += cf*q*u**p*pw(v, q-1)*z**s
        dz += cf*s*u**p*v**q*pw(z, s-1)
    nrm = sqrt((2*l+1)/(4*pi)*fac(l+m)*fac(l-m))
    G = np.array([(dv-du)/2, -1j*(du+dv)/2, dz])
    return nrm*S, nrm*(G-l*n*S)

lof = lambda ka: ka if ka > 0 else -ka-1
j2of = lambda ka: 2*abs(ka)-1

@lru_cache(None)
def tj(a, b, d, e, f, g):
    if e+f+g != 0 or d > a+b or d < abs(a-b):
        return 0.0
    return float(wigner_3j(*[Rat(x, 2) for x in (a, b, d, e, f, g)]))

@lru_cache(None)
def cg(ka, m2, mu2):
    return float(clebsch_gordan(Rat(lof(ka)), Rat(1, 2), Rat(j2of(ka), 2),
                                Rat(m2-mu2, 2), Rat(mu2, 2), Rat(m2, 2)))

def omega(ka, m2, R):
    out = np.zeros((2, R.shape[1]), complex)
    for i, mu2 in enumerate((1, -1)):
        ml = (m2-mu2)//2
        if abs(ml) <= lof(ka):
            out[i] = cg(ka, m2, mu2)*ylm(lof(ka), ml, R)[0]
    return out

def harmonics(k, q, R):
    n = R/np.linalg.norm(R, axis=0)
    Y, T = ylm(k, q, R)
    f, N = sqrt(4*pi/(2*k+1)), sqrt(k*(k+1))
    return f*Y, f*n*Y, -1j*f*np.cross(n, T, axis=0)/N, f*T/N

def reduced(kb, k, ka):
    if (lof(ka)+lof(kb)+k) % 2:
        return 0.0
    jb, ja = j2of(kb), j2of(ka)
    return (-1)**((jb+1)//2)*sqrt((ja+1)*(jb+1))*tj(jb, ja, 2*k, -1, 1, 0)

def fdgrad(f, R, h):
    return np.array([(f(R+h*e[:, None])-f(R-h*e[:, None]))/(2*h) for e in np.eye(3)])

def sigmaL_fd(f, R):
    LF = -1j*np.cross(R[:, None, :], fdgrad(f, R, 1e-5), axis=0)
    return np.einsum('iab,ibn->an', sig, LF)

dot = lambda mats, V: np.einsum('iab,in->abn', mats, V)
act = lambda M, F: np.einsum('abn,...bn->...an', M, F)

# product rule on the sphere, exact for every polynomial degree that occurs
ct, wt = np.polynomial.legendre.leggauss(10)
ph = 2*pi*np.arange(24)/24
CT, PH = [a.ravel() for a in np.meshgrid(ct, ph, indexing='ij')]
w = np.repeat(wt, 24)*2*pi/24
ST = np.sqrt(1-CT**2)
nn = np.array([ST*np.cos(PH), ST*np.sin(PH), CT])
rng = np.random.default_rng(7)
Rr = rng.normal(size=(3, 4))
Rr /= np.linalg.norm(Rr, axis=0)

for l in range(6):
    for m in range(l+1):
        ref = sqrt((2*l+1)/(4*pi)*fac(l-m)/fac(l+m))*lpmv(m, l, CT)*np.exp(1j*m*PH)
        assert close(ylm(l, m, nn)[0], ref, 1e-12)
        assert close(ylm(l, -m, nn)[0], (-1)**m*ref.conj(), 1e-12)
        assert close(ylm(l, m, Rr)[1], fdgrad(lambda X: ylm(l, m, X)[0], Rr, 1e-5), 1e-7)

kappas = [-1, 1, -2, 2, -3, 3]
states = [(ka, m2) for ka in kappas for m2 in range(-j2of(ka), j2of(ka)+1, 2)]
idx = {s: i for i, s in enumerate(states)}
flip = np.array([idx[(-ka, m2)] for ka, m2 in states])
K = np.array([s[0] for s in states], float)
block = np.array([[1.0*(s[0] == ka) for s in states] for ka in kappas])
Om = np.array([omega(*s, nn) for s in states])
OmR = np.array([omega(*s, Rr) for s in states])
bracket = lambda B, A: (B.conj()*w).reshape(len(B), -1) @ A.reshape(len(A), -1).T

assert close(bracket(Om, Om), np.eye(len(states)), 1e-12)
assert close(act(dot(sig, nn), Om), -Om[flip], 1e-12)
zax = np.array([[0.], [0.], [1.]])
for ka, m2 in states:
    assert close(sigmaL_fd(lambda X: omega(ka, m2, X), Rr), -(ka+1)*omega(ka, m2, Rr), 1e-7)
    a0 = sqrt(abs(ka)/(4*pi))
    ax = {1: [-np.sign(ka)*a0, 0], -1: [0, a0]}.get(m2, [0, 0])
    assert close(omega(ka, m2, zax)[:, 0], ax, 1e-13)
for (k, q, ka, m2) in [(1, 0, -2, 1), (2, -1, 3, 3), (3, 2, 1, -1), (4, -3, -3, 5)]:
    lhs = sigmaL_fd(lambda X: harmonics(k, q, X)[0]*omega(ka, m2, X), Rr)
    C, _, Vm, _ = harmonics(k, q, Rr)
    o = omega(ka, m2, Rr)
    assert close(lhs+(ka+1)*C*o, sqrt(k*(k+1))*act(dot(sig, Vm), o), 1e-7)

Pv, Qv = rng.normal(size=len(states)), rng.normal(size=len(states))
Psi = np.concatenate([Pv[:, None, None]*Om, 1j*Qv[:, None, None]*Om[flip]], axis=1)
Ip, Im = np.outer(Pv, Qv)+np.outer(Qv, Pv), np.outer(Pv, Qv)-np.outer(Qv, Pv)
dK, sK = K[None, :]-K[:, None], K[None, :]+K[:, None]
worst, swapped, table = 0.0, 0.0, {}
for k in range(1, 6):
    N = sqrt(k*(k+1))
    red = np.array([[reduced(b[0], k, a[0]) for a in states] for b in states])
    S = np.zeros((6, 6, 4), complex)
    acc = np.zeros((4, 6, 6), complex)
    for q in range(-k, k+1):
        W = np.array([[(-1)**((j2of(b[0])-b[1])//2)*tj(j2of(b[0]), 2*k, j2of(a[0]), -b[1], 2*q, a[1])
                       for a in states] for b in states])
        Cf = W*red
        C, Vl, Vm, Ve = harmonics(k, q, nn)
        V = np.array([Vl, Vm, Ve])
        assert close(bracket(V, V), 4*pi/(2*k+1)*np.eye(3), 1e-11)
        assert close(Ve, -1j*np.cross(nn, Vm, axis=0), 1e-12)
        assert close(dot(sig, Ve), -np.einsum('abn,bcn->acn', dot(sig, nn), dot(sig, Vm)), 1e-12)
        MC = bracket(Om, C*Om)
        Ml, Mm, Me = [bracket(Om, act(dot(sig, x), Om)) for x in V]
        Al, Am, Ae = [bracket(Psi, act(dot(alp, x), Psi)) for x in V]
        pairs = [(MC, Cf), (MC[flip][:, flip], MC), (Ml, -Cf[flip]), (Mm, dK/N*Cf),
                 (Me, sK/N*Cf[flip]), (Al, -1j*Cf*Im), (Ae, -1j*dK/N*Cf*Ip),
                 (Am, -1j*sK/N*Cf[flip]*Ip)]
        for x, y in pairs:
            worst = max(worst, np.max(abs(x-y)))
        swapped = max(swapped, min(np.max(abs(Mm-sK/N*Cf)), np.max(abs(Me-dK/N*Cf[flip]))))
        D = np.einsum('Ban,n,Aan,BA->BAn', OmR.conj(), harmonics(k, q, Rr)[0], OmR, W)
        S += np.einsum('bB,BAn,aA->ban', block, D, block)
        acc += np.array([block @ (W*x) @ block.T for x in (MC, Ml, Mm, Me)])
        if (k, q) == (1, 0):
            C10 = MC.real
    rk = np.array([[reduced(b, k, a) for a in kappas] for b in kappas])
    assert close(4*pi*S, rk[:, :, None]*np.ones(4), 1e-11)
    table[k] = acc.real
assert worst < 1e-11 and swapped > 0.1
print(f"max |quadrature - formula|, all elements = {worst:.1e} (dimensionless)")
print("reduced elements (dimensionless), sigma elements from quadrature:")
for kb, ka, k in [(-1, -2, 1), (-1, -2, 2), (2, -3, 1), (2, -3, 2)]:
    t = table[k][:, kappas.index(kb), kappas.index(ka)].round(6)+0.0
    N = sqrt(k*(k+1))
    print(f"kb={kb} ka={ka} k={k}: C(kb)={reduced(kb,k,ka)+0.0:.6f} C(-kb)={reduced(-kb,k,ka)+0.0:.6f}"
          f" (ka-kb)/N={(ka-kb)/N:.6f} (ka+kb)/N={(ka+kb)/N:.6f}")
    print(f"   long={t[1]:.6f} mag={t[2]:.6f} el={t[3]:.6f}")

for ka, m2 in states:
    j = j2of(ka)/2
    assert abs(C10[idx[(-ka, m2)], idx[(ka, m2)]]+m2/2/(2*j*(j+1))) < 1e-12
_, Vl, Vm, Ve = harmonics(1, 0, nn)
zf = zax*np.ones(nn.shape[1])
zxn = np.cross(zf, nn, axis=0)
assert close(Vl+sqrt(2)*Ve, zf, 1e-13) and close(-1j*sqrt(2)*Vm, zxn, 1e-13)

# worked example: nodeless Dirac-Coulomb states
Z, c = 50, 1/fine
def nodeless(ka):
    g = sqrt(ka*ka-(Z*fine)**2)
    e, lam = g/abs(ka), Z/abs(ka)
    nr = sqrt((2*lam)**(2*g+1)/(2*Gamma(2*g+1)))
    return dict(ka=ka, g=g, e=e, lam=lam, E=e*c*c,
                P=lambda r: nr*sqrt(1+e)*r**g*np.exp(-lam*r),
                Q=lambda r: -nr*sqrt(1-e)*r**g*np.exp(-lam*r))
rint = lambda f: quad(lambda x: f(x/Z)/Z, 0, 120, limit=300, epsabs=1e-14, epsrel=1e-11,
                      points=[1, 4, 10, 30])[0]
def brute(b, a, m2, M, p):
    """<b m|r^p M(n)|a m> with an explicit 4x4 matrix field M, no reduction formula."""
    def parts(s):
        up, lo = Om[idx[(s['ka'], m2)]], Om[idx[(-s['ka'], m2)]]
        return [(s['P'], np.concatenate([up, 0*up])), (s['Q'], np.concatenate([0*lo, 1j*lo]))]
    return sum(rint(lambda r: fb(r)*fa(r)*r**p)*bracket(vb[None], act(M, va)[None])[0, 0]
               for fb, vb in parts(b) for fa, va in parts(a))

print(f"Z = {Z}, c = {c:.6f} a.u., Z*alpha = {Z*fine:.8f}")
s1, p3 = nodeless(-1), nodeless(-2)
for name, s in (("1s", s1), ("2p3/2", p3)):
    ka = s['ka']
    def psi(X):
        r = np.linalg.norm(X, axis=0)
        return np.concatenate([s['P'](r)/r*omega(ka, 1, X), 1j*s['Q'](r)/r*omega(-ka, 1, X)])
    X = Rr*np.array([0.5, 1., 2., 4.])/Z
    Hpsi = -1j*c*np.einsum('iab,ibn->an', alp, fdgrad(psi, X, 1e-6))+c*c*beta@psi(X) \
        - Z/np.linalg.norm(X, axis=0)*psi(X)
    assert close(Hpsi, s['E']*psi(X), 1e-7*c*c*np.max(abs(psi(X))))
    assert abs(rint(lambda r: s['P'](r)**2+s['Q'](r)**2)-1) < 1e-10
    rPQ = rint(lambda r: r*s['P'](r)*s['Q'](r))
    assert abs(rPQ+(2*s['g']+1)/(4*c)) < 1e-12
    g_closed = 2*abs(ka)*(2*s['g']+1)/(4*ka*ka-1)
    g_brute = c*brute(s, s, 1, dot(alp, zxn), 1)/0.5
    assert abs(g_brute-g_closed) < 1e-9 and abs(8*c*ka/(4*ka*ka-1)*rPQ-g_brute) < 1e-9
    print(f"{name}: kappa = {ka}, gamma = {s['g']:.8f}, eps = {s['e']:.8f}, lambda = {s['lam']:.1f} 1/bohr")
    print(f"{name}: E - c^2 = {s['E']-c*c:.4f} hartree")
    print(f"{name}: <-kappa 1/2|C10|kappa 1/2> = {C10[idx[(-ka,1)], idx[(ka,1)]]:.8f}")
    print(f"{name}: int r P Q dr = {rPQ:.8e} bohr")
    print(f"{name}: g direct = {g_brute.real:.8f}, g closed = {g_closed:.8f}, "
          f"Z->0 limit = {2*abs(ka)*(2*abs(ka)+1)/(4*ka*ka-1):.8f}")

b, a = s1, p3
ang = tj(1, 2, 3, -1, 0, 1)*reduced(-1, 1, -2)
PbQa, QbPa = rint(lambda r: b['P'](r)*a['Q'](r)), rint(lambda r: b['Q'](r)*a['P'](r))
Rlen = rint(lambda r: r*(b['P'](r)*a['P'](r)+b['Q'](r)*a['Q'](r)))
dE = a['E']-b['E']
vl, ve = -c*ang*(PbQa-QbPa), -c*ang*(a['ka']-b['ka'])*(PbQa+QbPa)
vwrong = vl-c*ang*(a['ka']+b['ka'])*(PbQa+QbPa)
zel = brute(b, a, 1, np.eye(4)[:, :, None]*CT, 1)
length = -dE*zel.real
assert abs(zel-ang*Rlen) < 1e-12
assert abs(c*brute(b, a, 1, dot(alp, zf), 0)-1j*(vl+ve)) < 1e-8
assert abs(vl+ve-length) < 1e-8 and abs(vwrong-length) > 0.1*abs(length)
print("b = 1s, a = 2p3/2, m = 1/2:")
print(f"Ea - Eb = {dE:.4f} hartree = {dE*pc['Hartree energy in eV'][0]/1e3:.4f} keV")
print(f"<b|C10|a> = {ang:.8f}")
print(f"int Pb Qa = {PbQa:.8f}, int Qb Pa = {QbPa:.8f} (dimensionless)")
print(f"I+ = {PbQa+QbPa:.8f}, I- = {PbQa-QbPa:.8f} (dimensionless)")
print(f"int r(PbPa+QbQa) = {Rlen:.8e} bohr, <b|z|a> = {zel.real:.8e} bohr")
print(f"c<alpha_z>/i: longitudinal = {vl:.6f}, electric = {ve:.6f} a.u.")
print(f"c<alpha_z>/i = {vl+ve:.6f} a.u., (Eb-Ea)<z> = {length:.6f} a.u.")
print(f"with ka+kb in place of ka-kb: {vwrong:.6f} a.u.")
print("all good")
```

Output:

```
max |quadrature - formula|, all elements = 2.0e-15 (dimensionless)
reduced elements (dimensionless), sigma elements from quadrature:
kb=-1 ka=-2 k=1: C(kb)=-1.154701 C(-kb)=0.000000 (ka-kb)/N=-0.707107 (ka+kb)/N=-2.121320
   long=0.000000 mag=0.816497 el=0.000000
kb=-1 ka=-2 k=2: C(kb)=0.000000 C(-kb)=0.894427 (ka-kb)/N=-0.408248 (ka+kb)/N=-1.224745
   long=-0.894427 mag=0.000000 el=-1.095445
kb=2 ka=-3 k=1: C(kb)=0.000000 C(-kb)=-1.549193 (ka-kb)/N=-3.535534 (ka+kb)/N=-0.707107
   long=1.549193 mag=0.000000 el=1.095445
kb=2 ka=-3 k=2: C(kb)=0.585540 C(-kb)=0.000000 (ka-kb)/N=-2.041241 (ka+kb)/N=-0.408248
   long=0.000000 mag=-1.195229 el=0.000000
Z = 50, c = 137.035999 a.u., Z*alpha = 0.36486763
1s: kappa = -1, gamma = 0.93105940, eps = 0.93105940, lambda = 50.0 1/bohr
1s: E - c^2 = -1294.6261 hartree
1s: <-kappa 1/2|C10|kappa 1/2> = -0.33333333
1s: int r P Q dr = -5.22147251e-03 bohr
1s: g direct = 1.90807921, g closed = 1.90807921, Z->0 limit = 2.00000000
2p3/2: kappa = -2, gamma = 1.96643627, eps = 0.98321814, lambda = 25.0 1/bohr
2p3/2: E - c^2 = -315.1444 hartree
2p3/2: <-kappa 1/2|C10|kappa 1/2> = -0.06666667
2p3/2: int r P Q dr = -8.99922753e-03 bohr
2p3/2: g direct = 1.31543268, g closed = 1.31543268, Z->0 limit = 1.33333333
b = 1s, a = 2p3/2, m = 1/2:
Ea - Eb = 979.4818 hartree = 26.6531 keV
<b|C10|a> = 0.47140452
int Pb Qa = -0.04262597, int Qb Pa = -0.08755463 (dimensionless)
I+ = -0.13018060, I- = 0.04492866 (dimensionless)
int r(PbPa+QbQa) = 2.44989465e-02 bohr, <b|z|a> = 1.15489141e-02 bohr
c<alpha_z>/i: longitudinal = -2.902364, electric = -8.409587 a.u.
c<alpha_z>/i = -11.311951 a.u., (Eb-Ea)<z> = -11.311951 a.u.
with ka+kb in place of ka-kb: -28.131125 a.u.
all good
```
